# Mean thickness of an island film from substrate photoelectron attenuation: a program that tests the result

```python
"""
Result under test: the substrate photoelectron signal of an island film,
S = <exp(-t/L)>, inverted as if the film were uniform, t_app = -L ln S,
never exceeds the mean thickness <t>; equality needs uniform thickness.
t: local film thickness (zero on bare areas); < >: average over area;
L: attenuation length in the film; c: covered area fraction;
R: radius of hemispherical islands. Lengths are in nm.
Emission is normal to the substrate unless a tilt is stated.
"""
import math
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def hemisphere_signal(radius, coverage, length):
    x = radius / length
    covered = 2 * (1 - (1 + x) * math.exp(-x)) / x**2
    return 1 - coverage + coverage * covered


def apparent(signal, length):
    return -length * math.log(signal)


def ray_paths(radius, spacing, tilt, n=500):
    """Path lengths in a square array of hemispheres, by ray tracing."""
    g = ((np.arange(n) + 0.5) / n - 0.5) * spacing
    px, py = np.meshgrid(g, g, indexing="ij")
    total = np.zeros_like(px)
    for i in range(-2, 3):
        for j in range(-1, 2):
            dx, dy = px - i * spacing, py - j * spacing
            b = dx * math.sin(tilt)
            disc = b**2 - dx**2 - dy**2 + radius**2
            root = np.sqrt(np.maximum(disc, 0))
            chord = np.maximum(-b + root, 0) - np.maximum(-b - root, 0)
            total += np.where(disc > 0, chord, 0)
    return total


def transport_signal(inside, top, spacing, inelastic, transport, n=200000):
    """Reversed trajectories: fraction reaching the substrate unabsorbed.
    Elastic events are isotropic with the transport mean free path.
    Tentative collisions outside the film are ignored."""
    rate = 1 / inelastic + 1 / transport
    pos = np.column_stack([rng.uniform(-spacing / 2, spacing / 2, n),
                           rng.uniform(-spacing / 2, spacing / 2, n),
                           np.full(n, top)])
    direction = np.tile([0.0, 0.0, -1.0], (n, 1))
    reached = 0
    for _ in range(3000):
        if len(pos) == 0:
            break
        pos = pos + rng.exponential(1 / rate, len(pos))[:, None] * direction
        reached += np.count_nonzero(pos[:, 2] <= 0)
        keep = (pos[:, 2] > 0) & (pos[:, 2] <= top)
        pos, direction = pos[keep], direction[keep]
        hit = inside(pos)
        absorbed = hit & (rng.random(len(pos)) < 1 / inelastic / rate)
        mu = rng.uniform(-1, 1, len(pos))
        phi = rng.uniform(0, 2 * math.pi, len(pos))
        s = np.sqrt(1 - mu**2)
        fresh = np.column_stack([s * np.cos(phi), s * np.sin(phi), mu])
        direction = np.where(hit[:, None], fresh, direction)
        pos, direction = pos[~absorbed], direction[~absorbed]
    assert len(pos) < 1e-4 * n
    return reached / n


# Example: rough round values for Pt islands on SiO2, Si 2p, Al K-alpha
L, R, c = 1.5, 3.0, 0.4
density = c / (math.pi * R**2)
spacing = 1 / math.sqrt(density)
assert spacing > 2 * R
mean = 2 * c * R / 3
S = hemisphere_signal(R, c, L)
t_app = apparent(S, L)
gap = mean - t_app


# Hemisphere formulas against radial quadrature of the definition
def height(rho):
    return math.sqrt(max(R**2 - rho**2, 0.0))


def area_average(func):
    inner = quad(lambda r: 2 * r / R**2 * func(height(r)), 0, R)[0]
    return (1 - c) * func(0.0) + c * inner


assert abs(area_average(lambda t: t) - mean) < 1e-7
assert abs(area_average(lambda t: math.exp(-t / L)) - S) < 1e-7
variance = area_average(lambda t: (t - mean)**2)
exact_gap = L * math.log(area_average(lambda t: math.exp(-(t - mean) / L)))
assert abs(exact_gap - gap) < 1e-7

# Leading small-spread law, tested where L far exceeds island height
long_L = 60.0
small_gap = mean - apparent(hemisphere_signal(R, c, long_L), long_L)
assert abs(small_gap / (variance / (2 * long_L)) - 1) < 0.01

# Film emission integrated over depth; same L for film and substrate lines
film = c * dblquad(lambda u, r: 2 * r / R**2 * math.exp(-u / L) / L,
                   0, R, 0, height)[0]
ratio_thickness = L * math.log(1 + film / S)
assert abs(ratio_thickness - t_app) < 1e-6

# Bounds and derivative for arbitrary height distributions
for _ in range(300):
    t = rng.exponential(2.0, 6) * (rng.random(6) > 0.3)
    p = rng.dirichlet(np.ones(6))
    ell = rng.uniform(0.5, 8.0)

    def t_of(length):
        return -length * math.log(np.sum(p * np.exp(-t / length)))

    w = p * np.exp(-t / ell)
    weighted = np.sum(w * t) / np.sum(w)
    assert weighted - 1e-10 <= t_of(ell) <= np.sum(p * t) + 1e-10
    d = 1e-4 * ell
    slope = (t_of(ell + d) - t_of(ell - d)) / (2 * d)
    assert abs(slope - (t_of(ell) - weighted) / ell) < 1e-5
assert abs(apparent(np.mean(np.exp(-np.full(9, 0.8) / L)), L) - 0.8) < 1e-12

# Flat-topped islands that share the example's substrate signal
flat_tops = []
for cov in (1.0, 0.6, 0.4, 0.3, 0.285):
    h = -L * math.log(1 - (1 - S) / cov)
    columns = np.where(np.arange(2000) < round(2000 * cov), h, 0.0)
    assert abs(np.mean(np.exp(-columns / L)) - S) < 1e-10
    flat_tops.append((cov, h, np.mean(columns)))
assert np.all(np.diff([row[2] for row in flat_tops]) > 0)
# The mean has no upper limit: approach the smallest allowed coverage
tiny = 1e-12
c_edge = (1 - S) * (1 + tiny)
edge_mean = -c_edge * L * math.log(tiny / (1 + tiny))
assert edge_mean > 10 * t_app
ceiling = -L * math.log(1 - c)
pillar_height = 10.0
pillar_app = apparent(1 - c + c * math.exp(-pillar_height / L), L)
assert pillar_app < ceiling < c * pillar_height

# Longer attenuation lengths, and a two-signal estimate with wrong shape
lengths = (1.5, 3.0, 6.0, 12.0)
series = [apparent(hemisphere_signal(R, c, q), q) for q in lengths]
assert np.all(np.diff(series) > 0) and series[-1] < mean
L2 = 6.0
S2 = hemisphere_signal(R, c, L2)
h_fit = brentq(lambda h: (1 - math.exp(-h / L)) / (1 - math.exp(-h / L2))
               - (1 - S) / (1 - S2), 0.1, 20)
c_fit = (1 - S) / (1 - math.exp(-h_fit / L))
mean_fit = c_fit * h_fit
assert abs(mean_fit - mean) < 0.2 * gap

# Ray tracing: normal emission, then a tilt with shadowing
normal_paths = ray_paths(R, spacing, 0.0)
assert abs(np.mean(np.exp(-normal_paths / L)) - S) < 5e-4
tilt = math.radians(60)
paths = ray_paths(R, spacing, tilt)
ray_mean = math.cos(tilt) * np.mean(paths)
assert abs(ray_mean - mean) < 2e-3
L_tilt = L * math.cos(tilt)
ray_app = apparent(np.mean(np.exp(-paths / L)), L_tilt)
column_app = apparent(hemisphere_signal(R, c, L_tilt), L_tilt)
assert column_app < ray_app < mean

# Finite acceptance cone; bare-substrate intensity varies as cos(angle)
half_angle = 15.0
nodes, weights = np.polynomial.legendre.leggauss(4)
low = math.cos(math.radians(half_angle))
cosines = low + (1 - low) * (nodes + 1) / 2
cone = [np.mean(np.exp(-ray_paths(R, spacing, math.acos(q)) / L))
        for q in cosines]
cone_app = apparent(np.average(cone, weights=weights * cosines), L)
assert cone_app < mean


# Elastic scattering, with a flat-film calibration of the same physics
def in_island(pos):
    x = pos[:, 0] - spacing * np.round(pos[:, 0] / spacing)
    y = pos[:, 1] - spacing * np.round(pos[:, 1] / spacing)
    return x**2 + y**2 + pos[:, 2]**2 < R**2


def in_flat(pos):
    return np.ones(len(pos), dtype=bool)


check = transport_signal(in_island, R, spacing, L, math.inf)
assert abs(check - S) < 0.005  # about five statistical standard errors
inelastic, transport = 1.8, 3.6
S_elastic = transport_signal(in_island, R, spacing, inelastic, transport)
flat_t = np.array([0.3, 0.45, 0.6, 0.75, 0.9])
flat_S = np.array([transport_signal(in_flat, q, spacing, inelastic, transport)
                   for q in flat_t])
assert flat_S[-1] < S_elastic < flat_S[0]
elastic_app = np.interp(-math.log(S_elastic), -np.log(flat_S), flat_t)
L_elastic = -flat_t[2] / math.log(flat_S[2])
assert elastic_app < mean - 0.05

# Uniform carbon on top, and an upper bound for X-ray absorption
carbon, L_carbon = 0.3, 3.5
carbon_shift = L * carbon / L_carbon
xray_length, xray_angle = 200.0, 55.0
xray_loss = mean / (xray_length * math.cos(math.radians(xray_angle)))
xray_shift = apparent(S - xray_loss, L) - t_app
assert xray_shift < 0.1 * gap

# Areal atom density from the rough fcc lattice constant of Pt
lattice = 0.392
atoms = 4 / lattice**3 * 1e14 / 1e15

print(f"Inputs: L = {L} nm, R = {R} nm, coverage c = {c}")
print(f"Island density = {density * 1e14:.3e} cm^-2, spacing = {spacing:.2f} nm")
print(f"Substrate signal S = {S:.4f}")
print(f"Signal of the covered part alone = {(S - 1 + c) / c:.4f}")
print(f"True mean thickness = {mean:.3f} nm")
print(f"Apparent thickness = {t_app:.3f} nm")
print(f"Shortfall = {gap:.3f} nm = {100 * gap / mean:.1f} % of the mean")
print(f"Signal of a uniform film of the true mean = {math.exp(-mean / L):.4f}")
print(f"Variance = {variance:.3f} nm^2, variance/(2L) = {variance / (2*L):.3f} nm")
print(f"At L = {long_L:.0f} nm: shortfall = {small_gap:.5f} nm,"
      f" variance/(2L) = {variance / (2 * long_L):.5f} nm")
print(f"Film signal / thick-film signal = {film:.4f}")
print(f"Thickness from film/substrate ratio = {ratio_thickness:.3f} nm")
print(f"Pt lattice constant (rough) = {lattice} nm")
print(f"Pt atoms: true {mean * atoms:.2f}, apparent {t_app * atoms:.2f}"
      " (1e15 cm^-2)")
print("Growth at fixed island density:")
for radius in (1.0, 2.0, 3.0, 4.0):
    cov = density * math.pi * radius**2
    m = 2 * cov * radius / 3
    a = apparent(hemisphere_signal(radius, cov, L), L)
    assert a < m
    print(f"  R = {radius:.0f} nm: c = {cov:.3f}, mean = {m:.4f} nm,"
          f" apparent = {a:.4f} nm, ratio = {a / m:.3f}")
print("Flat-topped islands with the same S:")
for cov, h, m in flat_tops:
    print(f"  c = {cov:.3f}: height = {h:.3f} nm, mean = {m:.3f} nm")
print(f"Smallest coverage allowed by S = {1 - S:.4f}")
print(f"Ceiling of apparent thickness at c = {c}: {ceiling:.3f} nm")
print(f"Pillars {pillar_height:.0f} nm high, c = {c}: mean ="
      f" {c * pillar_height:.2f} nm, apparent = {pillar_app:.3f} nm")
print("Same hemispheres, other attenuation lengths:")
for q, a in zip(lengths, series):
    print(f"  L = {q:.1f} nm: apparent = {a:.3f} nm")
print(f"Second signal at L = {L2:.0f} nm: S = {S2:.4f}")
print(f"Two-signal flat-top fit: c = {c_fit:.3f}, height = {h_fit:.3f} nm,"
      f" mean = {mean_fit:.3f} nm")
print(f"Tilt 60 deg: cos(tilt) x mean ray path = {ray_mean:.3f} nm")
print(f"Tilt 60 deg: apparent, rays = {ray_app:.3f} nm,"
      f" columns = {column_app:.3f} nm")
print(f"Acceptance half-angle {half_angle:.0f} deg: apparent = {cone_app:.3f} nm")
print(f"Elastic model: inelastic path = {inelastic} nm, transport = {transport} nm")
print(f"Elastic model: flat-film L at 0.6 nm = {L_elastic:.2f} nm")
print(f"Elastic model: island S = {S_elastic:.3f}, apparent = {elastic_app:.2f} nm")
print(f"Carbon {carbon} nm, its L = {L_carbon} nm: shift = +{carbon_shift:.3f} nm")
print(f"X-ray absorption length = {xray_length:.0f} nm,"
      f" incidence = {xray_angle:.0f} deg from normal")
print(f"X-ray absorption: shift at most +{xray_shift:.3f} nm")
print(f"Assumed L 20 % too large: apparent = {apparent(S, 1.2 * L):.3f} nm")
print(f"Factor of error in L that would hide the bias = {mean / t_app:.2f}")
print("done: every assertion held")
```

Printed output:

```
Inputs: L = 1.5 nm, R = 3.0 nm, coverage c = 0.4
Island density = 1.415e+12 cm^-2, spacing = 8.41 nm
Substrate signal S = 0.7188
Signal of the covered part alone = 0.2970
True mean thickness = 0.800 nm
Apparent thickness = 0.495 nm
Shortfall = 0.305 nm = 38.1 % of the mean
Signal of a uniform film of the true mean = 0.5866
Variance = 1.160 nm^2, variance/(2L) = 0.387 nm
At L = 60 nm: shortfall = 0.00962 nm, variance/(2L) = 0.00967 nm
Film signal / thick-film signal = 0.2812
Thickness from film/substrate ratio = 0.495 nm
Pt lattice constant (rough) = 0.392 nm
Pt atoms: true 5.31, apparent 3.29 (1e15 cm^-2)
Growth at fixed island density:
  R = 1 nm: c = 0.044, mean = 0.0296 nm, apparent = 0.0236 nm, ratio = 0.795
  R = 2 nm: c = 0.178, mean = 0.2370 nm, apparent = 0.1594 nm, ratio = 0.672
  R = 3 nm: c = 0.400, mean = 0.8000 nm, apparent = 0.4953 nm, ratio = 0.619
  R = 4 nm: c = 0.711, mean = 1.8963 nm, apparent = 1.2385 nm, ratio = 0.653
Flat-topped islands with the same S:
  c = 1.000: height = 0.495 nm, mean = 0.495 nm
  c = 0.600: height = 0.949 nm, mean = 0.569 nm
  c = 0.400: height = 1.821 nm, mean = 0.728 nm
  c = 0.300: height = 4.155 nm, mean = 1.246 nm
  c = 0.285: height = 6.477 nm, mean = 1.846 nm
Smallest coverage allowed by S = 0.2812
Ceiling of apparent thickness at c = 0.4: 0.766 nm
Pillars 10 nm high, c = 0.4: mean = 4.00 nm, apparent = 0.765 nm
Same hemispheres, other attenuation lengths:
  L = 1.5 nm: apparent = 0.495 nm
  L = 3.0 nm: apparent = 0.627 nm
  L = 6.0 nm: apparent = 0.708 nm
  L = 12.0 nm: apparent = 0.753 nm
Second signal at L = 6 nm: S = 0.8887
Two-signal flat-top fit: c = 0.369, height = 2.157 nm, mean = 0.795 nm
Tilt 60 deg: cos(tilt) x mean ray path = 0.800 nm
Tilt 60 deg: apparent, rays = 0.444 nm, columns = 0.328 nm
Acceptance half-angle 15 deg: apparent = 0.500 nm
Elastic model: inelastic path = 1.8 nm, transport = 3.6 nm
Elastic model: flat-film L at 0.6 nm = 1.38 nm
Elastic model: island S = 0.712, apparent = 0.47 nm
Carbon 0.3 nm, its L = 3.5 nm: shift = +0.129 nm
X-ray absorption length = 200 nm, incidence = 55 deg from normal
X-ray absorption: shift at most +0.015 nm
Assumed L 20 % too large: apparent = 0.594 nm
Factor of error in L that would hide the bias = 1.62
done: every assertion held
```
